# Why sealed gas stiffens a drum's fundamental but not its (1,1) modes

## Definitions and conventions

A flat circular membrane of radius $a$, tension $T$ (force per length) and areal mass $\sigma$ is fixed at its rim and closes a cavity of depth $d$ and rest volume $V_0=\pi a^2d$. The rest pressure $p_0$ is the same on both sides, so the drum is flat at rest. The transverse displacement $w(r,\theta,t)$ is positive when it enlarges the cavity. Mode $(m,n)$ has $m$ nodal diameters, and $j_{mn}$ is the $n$th positive zero of the Bessel function $J_m$. With $u=r/a$, define

$$x=\omega a\sqrt{\sigma/T},\qquad \beta=\frac{\kappa p_0a^2}{Td}.$$

Here $\kappa$ is 1 for isothermal gas and the heat-capacity ratio $\gamma$ for adiabatic gas. "Rapid equilibration" means that the pressure becomes uniform across the cavity in much less than a vibration period. It does not mean that the gas exchanges heat rapidly; that affects $\kappa$.

## The gas spring acts on volume

The volume change for transverse motion is $\Delta V=\int w\,dA$. Linearizing $pV^\kappa=\text{const}$ gives

$$\delta p=-\kappa p_0\frac{\Delta V}{V_0},\qquad U_{\rm gas}=\int_0^{\Delta V}(-\delta p)\,dV=\frac{\kappa p_0}{2V_0}(\Delta V)^2 .$$

The external pressure cancels the term linear in $\Delta V$. A second-order volume change, for example from in-plane motion, therefore adds nothing to the quadratic energy. With unequal rest pressures this cancellation is lost.

The equation of motion is $\sigma\,\partial_t^2w=T\nabla^2w+\delta p$. For harmonic motion, replace $\partial_t^2$ by $-\omega^2$, multiply by $a^2/T$ and measure lengths in units of $a$:

$$\nabla^2w+x^2w=\frac{\beta}{\pi}\int w\,dA. \tag{1}$$

For a (1,1) mode, $w=J_1(j_{11}u)\cos\theta$ or the same with $\sin\theta$. The angular integral is zero, so the right side vanishes and $x=j_{11}$ for every $\beta$. One lobe expands its part of the cavity while the other compresses its part, and gas passes between them. The same argument covers every mode with $m\ge1$.

A nodal line is not sufficient. Mode (0,2) has a nodal circle, but its volume is proportional to $J_1(j_{02})/j_{02}$, which is not zero, so it feels the gas.

## Frequency of the fundamental

For an axisymmetric mode the right side of (1) is a constant $C$. The regular solution is $AJ_0(xu)+C/x^2$. The rim condition gives $C=-Ax^2J_0(x)$, hence

$$w=A[J_0(xu)-J_0(x)].$$

Its volume follows from $\int_0^1J_0(xu)u\,du=J_1(x)/x$ and the recurrence $2J_1(x)/x=J_0(x)+J_2(x)$:

$$\int w\,dA=2\pi A\left[\frac{J_1(x)}x-\frac{J_0(x)}2\right]=\pi AJ_2(x).$$

Equation (1) requires $C=(\beta/\pi)\int w\,dA$, that is,

$$x^2J_0(x)+\beta J_2(x)=0. \tag{2}$$

**Weak gas.** Put $x=j_{01}+\delta$. Since $J_0'=-J_1$ and $J_2(j_{01})=2J_1(j_{01})/j_{01}$, equation (2) gives $\delta=2\beta/j_{01}^3$. Therefore

$$x^2\simeq j_{01}^2+2j_{01}\delta=j_{01}^2+\frac{4\beta}{j_{01}^2}. \tag{3}$$

The energy quotient of the gas-free shape $J_0(j_{01}u)$ has this same value. By Rayleigh's principle, (3) is thus an upper bound on the lowest axisymmetric $x^2$.

**Strong gas.** As $\beta\to\infty$, (2) requires $J_2(x)\to0$, and the fundamental approaches $j_{21}=5.136$. Its frequency saturates because its shape changes until the net volume vanishes.

**Mode crossing.** At $x=j_{11}$ the recurrence gives $J_2=-J_0$, so (2) is satisfied at $\beta=j_{11}^2=14.68$. The fundamental rises with $\beta$, because adding gas stiffness adds energy to any shape with net volume. Above this value it lies higher than the (1,1) pair, and the lowest resonance is no longer axisymmetric.

## Why the pressure must equilibrate

Let the gas have density $\rho_g$, sound speed $c_g=\sqrt{\kappa p_0/\rho_g}$ and lateral displacement $\boldsymbol\xi$. In a shallow cavity without viscosity,

$$p=-\kappa p_0\left(\frac wd+\nabla\!\cdot\boldsymbol\xi\right),\qquad \rho_g\partial_t^2\boldsymbol\xi=-\nabla p,$$

where $p$ now denotes the pressure change. If lateral motion is frozen, $\boldsymbol\xi=0$ and each column of gas is its own spring. The membrane equation becomes $\nabla^2w+(x^2-\beta)w=0$, so

$$x^2=j_{mn}^2+\beta \tag{4}$$

for both (0,1) and (1,1). Zero net volume protects (1,1) only if gas can cross the cavity.

When gas does move, harmonic motion gives $\nabla\!\cdot\boldsymbol\xi=\nabla^2p/(\rho_g\omega^2)$. Substitution into the pressure law gives, in physical lengths,

$$\nabla^2p+\frac{\omega^2}{c_g^2}p=-\frac{\rho_g\omega^2}{d}w. \tag{5}$$

Integrate (5) over the disc. The sealed rim removes $\int\nabla^2p\,dA$, leaving an average pressure $-\kappa p_0\Delta V/V_0$, as in the uniform model. Departures from uniformity become small when $c_g$ is large.

For (1,1) the average is zero, but a pressure gradient must still accelerate the gas. At large $c_g$, drop the second term in (5) and write $j=j_{11}$. The solution with $\partial_rp=0$ at the rim is

$$p=\frac{\rho_g\omega^2a^2}{dj^2}\left[J_1(ju)+jJ_2(j)u\right]\cos\theta .$$

The first term reproduces the source because $\nabla^2$ acts on it as $-j^2/a^2$. The second has zero Laplacian. Its coefficient cancels the rim slope because $J_1'(j)=J_0(j)=-J_2(j)$.

This pressure is proportional to $+\omega^2$ and enters the membrane equation beside $\sigma\omega^2w$. It acts as mass. To find how much, project it on $J_1(ju)$, using

$$\int_0^1u^2J_1(ju)\,du=\frac{J_2(j)}j,\qquad \int_0^1uJ_1^2(ju)\,du=\frac{J_2^2(j)}2.$$

The bracket contributes $1+2=3$. With $\mu=\rho_ga^2/(\sigma d)$, the leading-order result is

$$x_{11}^2\simeq\frac{j_{11}^2}{1+3\mu/j_{11}^2}. \tag{6}$$

In terms of the speed ratio $s=c_g/\sqrt{T/\sigma}$, $\mu=\beta/s^2$. Equilibrated gas therefore lowers (1,1) slightly instead of stiffening it.

## How large: a platinum drum over air

Take a platinum film with $a=250$ µm, thickness $h=300$ nm and stress 50 MPa, over a 60 µm deep cavity at 100 kPa and 300 K. Rough material inputs are density 21400 kg/m³ and Young modulus 170 GPa for the film, and $\gamma=1.4$ and molar mass 29 g/mol for the gas. Then $T=(50\ \text{MPa})(300\ \text{nm})=15$ N/m, $\sigma=6.42$ g/m², and the membrane wave speed is $\sqrt{T/\sigma}=48.3$ m/s. For adiabatic gas,

$$\beta=\frac{1.4(10^5\ \text{Pa})(250\times10^{-6}\ \text{m})^2}{(15\ \text{N/m})(60\times10^{-6}\ \text{m})}=9.72.$$

Equation (2) gives $x_{01}=3.464$, compared with $j_{01}=2.405$. The weak-gas formula gives 3.537, above the root as required. Multiplying $x$ by $48.3/(2\pi a)$ converts it to frequency:

- (0,1) without gas: 74.0 kHz
- (0,1) with equilibrated adiabatic gas: 106.6 kHz, a rise of 44%
- (1,1) with or without the uniform gas spring: 117.9 kHz
- With lateral flow frozen at the same $\beta$: 121.2 kHz for (0,1) and 152.0 kHz for (1,1)

For a 1 nm peak displacement in the gas-free shape, (0,1) changes the cavity volume by 7.20 parts per million and the pressure by −1.01 Pa. In (1,1), each lobe displaces 3.27 parts per million, with opposite signs.

A two-dimensional grid calculation of (1), with no angular symmetry imposed on the modes, gives $x_{01}=3.4642$. Its $x_{11}$ is 3.8275 both with and without gas. The difference from $j_{11}=3.8317$ is grid error.

## What the uniform-pressure model leaves out

**Gas inertia.** Here $s=7.18$, so $\mu=9.72/7.18^2=0.189$ and the sloshing mass is $3\mu/j_{11}^2=3.85\%$ of the film mass. Equation (6) predicts a (1,1) shift of −1.9%. Solving the coupled film and gas motion gives −2.03%, and −0.27% for (0,1). The small difference for (1,1) comes almost entirely from gas compressibility, which (6) omits; the change of mode shape, also omitted, contributes less than 0.01 percentage points. These coupled-motion values use the shallow-cavity approximation, which omits the inertia of vertical gas motion. Including it, still without viscosity, changes them to about −2.2% for (1,1) and −0.45% for (0,1).

Outside air, treated as incompressible above a rigid surround, shifts (0,1) by −1.65% and (1,1) by −0.74% when the added mass is evaluated with the gas-free mode shapes. The gas spring changes the (0,1) shape, so its value is only an estimate for the sealed drum.

**Heat exchange and viscosity.** Isothermal gas would put (0,1) at 99.0 kHz instead of 106.6 kHz. With a viscosity of $1.8\times10^{-5}$ Pa s and a Prandtl number of 0.7, the thermal layer is 8.1 µm thick at each wall and the viscous layer 6.8 µm. Neither is negligible beside the 60 µm depth, so the adiabatic frequency should not be trusted to 1%. Damping is not calculated here. In a cavity shallow enough for viscous layers to fill it, (5) no longer applies.

**Bending.** Let $D=Eh^3/[12(1-\nu^2)]$ be the bending stiffness. At distance $\zeta$ from a clamped edge, $Dw''''=Tw''$ has the solution $w\propto\zeta-\lambda+\lambda e^{-\zeta/\lambda}$ with $\lambda=\sqrt{D/T}$. Beyond this layer the film behaves like a membrane of radius $a-\lambda$, so without a gas spring its frequency rises by about $\lambda/a=2.2\%$. With Poisson ratio $\nu=0.38$, the full clamped-film equation gives rises of 2.37% for gas-free (0,1) and 2.59% for (1,1). With the gas spring, (0,1) rises by only 0.32%. The smaller effective radius sweeps less volume against the same cavity, so $\beta$ falls as $(1-\lambda/a)^4$, and this cancels most of the rise.

**Heating.** Doubling the stress with all else fixed halves $\beta$. Temperature changes can break the assumption of constant, balanced loading. If the film expands by 9 ppm/K and its frame by 3 ppm/K, heating by 1 K changes the stress by $-E\,\Delta\alpha/(1-\nu)=-1.65$ MPa, where $\Delta\alpha$ is the expansion difference. This lowers (1,1) by 1.66%.

The same heating raises the sealed pressure by $\delta p_0=p_0/(300\ \text{K})\times1\ \text{K}=333$ Pa if the outside pressure is fixed. The film bulges as $w=w_0(1-u^2)$, which adds volume $\pi a^2w_0/2$ and relieves part of the pressure. Force balance gives

$$w_0=\frac{a^2}{4T}\left(\delta p_0-\frac{p_0w_0}{2d}\right)
\;\Rightarrow\;
w_0=\frac{\delta p_0a^2/4T}{1+p_0a^2/(8Td)}=186\ \text{nm}.$$

This uses the original tension, neglecting its 3.3% fall on heating. The stress added by stretching is roughly $\tfrac23\,E\,(w_0/a)^2/(1-\nu)\approx0.1$ MPa, or about 0.1% in frequency, and it grows as the square of the bulge. An axisymmetric bulge still leaves (1,1) with no first-order volume change, but the pressure imbalance and film stretching can shift it in ways not included here.

## What to do about it

To keep (1,1) free of a gas spring, preserve the symmetry that makes its net volume vanish and let gas cross the cavity well within a period. Circular symmetry is sufficient but not necessary: in a slightly elliptical drum that looks the same after half a turn, the two lobes still sweep equal and opposite volumes. In the inviscid regime this means operating well below the first sloshing resonance, at $\omega a/c_g\simeq1.84$. The example has $j_{11}/s=0.53$. To keep the added mass small as well, require $3\mu/j_{11}^2\ll1$.

Asymmetry that makes the two lobes unequal, such as an off-centre mass, restores some stiffness. If the mode becomes $\phi_{11}+\epsilon\phi_{01}$, with equally normalized gas-free shapes and small $\epsilon$, only the second part changes the volume. The gas term in its energy quotient is then $4\beta\epsilon^2/j_{01}^2$. For $\epsilon=0.1$ this is 0.067, or 0.46% of $j_{11}^2$, equivalent to about 0.23% in frequency for that fixed shape. This is not the shift seen when gas is added to a given asymmetric drum: the gas also raises (0,1) towards (1,1), which in this example increases a small mixing $\epsilon$ by a factor that depends on the asymmetry: about 2.3 to 2.8 for a smooth gradient of tension or density, and for a small added mass from nearly 4 close to the centre down to about 1.25 at $u=0.95$.

The two modes can also separate tension from gas stiffness. Correct both frequencies for the effects above, using for (0,1) the corrections of the gas-loaded mode: here the gas-free bending rise of 2.37% in place of 0.32% would make $\beta$ about 8% too low. Then set $x=j_{11}f_{01}/f_{11}$ and obtain $\beta=-x^2J_0(x)/J_2(x)$ from (2). This needs a flat, sealed, symmetric drum with equilibrated pressure. Errors are amplified. Differentiating the expression for $\beta$, with $J_0'=-J_1$ and $J_2'=J_1-2J_2/x$, gives
$$\frac{d\ln\beta}{d\ln x}=4-xJ_1(x)\left[\frac1{J_0(x)}+\frac1{J_2(x)}\right].$$
At $x=3.464$ this is 4.3, so a 1% error in $f_{01}$ becomes about a 4.3% error in $\beta$.

## Values computed for the example and the checks

```
Radius: 250 um
Film thickness: 300 nm
Cavity depth: 60 um
Film stress: 50 MPa
Rest pressure: 100 kPa
Temperature: 300 K
Film density, rough: 21400 kg/m^3
Young modulus, rough: 170 GPa
Tension: 15 N/m
Areal mass: 6.42 g/m^2
Membrane wave speed: 48.34 m/s
Gas density: 1.163 kg/m^3
Gas sound speed: 347 m/s
Speed ratio s: 7.179 (1)
beta adiabatic: 9.722 (1)
beta isothermal: 6.944 (1)
j01: 2.40483 (1)
j11: 3.83171 (1)
j21: 5.13562 (1)
Crossing beta: 14.682 (1)
x01 with gas, adiabatic: 3.46439 (1)
x01 weak-gas estimate: 3.53662 (1)
Grid x01 with gas: 3.46415 (1)
Grid x11 without gas: 3.82751 (1)
Grid x11 with gas: 3.82751 (1)
f01 without gas: 74.00 kHz
f01 with gas, adiabatic: 106.61 kHz
f01 with gas, isothermal: 98.96 kHz
f11 with or without gas spring: 117.91 kHz
Rise of f01, adiabatic: 44.06 %
f01 frozen gas: 121.17 kHz
f11 frozen gas: 152.02 kHz
(0,1) dV/V0 at 1 nm peak: 7.196 ppm
(0,1) dp at 1 nm peak: -1.007 Pa
(1,1) one-lobe dV/V0 at 1 nm: 3.273 ppm
Sloshing mass / film mass: 3.85 %
Inside inertia shift f01: -0.27 %
Inside inertia shift f11: -2.03 %
Basis change of f11: -0.061 ppm
Outside gas shift f01: -1.65 %
Outside gas shift f11: -0.74 %
Bending shift f01, no gas: 2.37 %
Bending shift f11: 2.59 %
Viscous layer at f01: 6.80 um
Thermal layer at f01: 8.13 um
Depth parameter (k d)^2/3: 0.065 (1)
Stress change on 1 K heating: -1.65 MPa
f11 change on 1 K heating: -1.66 %
Bulge height on 1 K heating: 185.9 nm
```
